# Gauss quadrature from the Coulomb Hamiltonian in a Laguerre basis, part 2

In atomic units, with an infinitely heavy nucleus and no relativity, \(H=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr\) has real eigenfunctions \(\psi_E\), normalised to one for levels and to \(\delta(E-E')\) in the continuum; \(\int dE\) includes the levels. For fixed \(\kappa>0\), let \(y=2\kappa r\), \(s=2l+1\), \(L_n\equiv L_n^{(s)}\) and
\[ S_n=\mathcal N_n\,y^{l+1}e^{-y/2}L_n(y),\qquad \mathcal N_n^2=\frac{n!}{(n+2l+1)!},\qquad \phi_n=\frac{S_n}{r}. \]
Define \(\varepsilon=E+\kappa^2/2\), \(x=1-\kappa^2/\varepsilon\), \(\nu=Z/\kappa\), \(d_n=\kappa(n+l+1)-Z\) (nonzero unless stated), \(b_n=\sqrt{(n+1)(n+2l+2)}\), \(R=(H+\kappa^2/2)^{-1}\), \(c_n=\langle\phi_n|\psi_E\rangle\). Then
\[ (H+\kappa^2/2)S_n=d_n\phi_n. \tag{1} \]
\[ S_n=\sum_mO_{nm}\phi_m,\qquad O_{nn}=\frac{n+l+1}{\kappa},\qquad O_{n,n+1}=O_{n+1,n}=-\frac{b_n}{2\kappa}. \tag{2} \]
\[ b_nc_{n+1}+b_{n-1}c_{n-1}=2[(n+l+1-\nu)x+\nu]\,c_n. \tag{3} \]
Here \(O_{nm}=\langle S_n|S_m\rangle\) and \(c_n=c_0g_nP_n\), with \(g_n=\mathcal N_n/\mathcal N_0\), \(\lambda=l+1\), \(a=-\nu\), \(b=\nu\) and
\[ (n+1)P_{n+1}=2[(n+\lambda+a)x+b]P_n-(n+2\lambda-1)P_{n-1},\quad P_0=1, \tag{4} \]
\[ \int P_nP_m\,d\mu=h_n\delta_{nm},\qquad d\mu=\frac{d_0c_0^2}{\varepsilon}dE,\qquad h_n=\frac{d_0}{g_n^2d_n}. \tag{5} \]
By (c), also \(d\mu=\varepsilon\langle S_0|\psi_E\rangle^2dE/d_0\). The total mass is 1; \(\mu\) is positive, with all \(\varepsilon>0\), if \(d_0>0\), and signed if \(d_0<0\). In the continuum, \(E=k^2/2\), \(x=\cos\theta\), \(\Phi=Z/k\):
\[ \frac{d\mu}{dx}=\frac{(l+1-\nu)\,2^{2l+1}}{\pi(2l+1)!}\sin^{2l+1}\theta\;e^{(2\theta-\pi)\Phi}|\Gamma(l+1+i\Phi)|^2. \tag{7} \]
Level \(q\), with \(\gamma=Z/q\), \(E=-\gamma^2/2\), \(n_r=q-l-1\), has mass \(\mu_q\):
\[ c_0^2=\Big[\frac{4\kappa\gamma}{(\kappa+\gamma)^2}\Big]^{2l+2}\frac{\gamma}{q}\,\frac{(q+l)!}{n_r!\,(2l+1)!}\Big(\frac{\kappa-\gamma}{\kappa+\gamma}\Big)^{2n_r},\qquad \mu_q=\frac{2d_0c_0^2}{\kappa^2-\gamma^2}. \tag{8} \]
Diagonalising \(H\) in \(S_0,\dots,S_{N-1}\) gives unit-normalised pseudostates \(\sum_nc_{nj}S_n\) with energies \(E_j=\varepsilon_j-\kappa^2/2\). The matrix \(C=(c_{nj})\) obeys \(C^TO_NC=1\), and the \(x_j=1-\kappa^2/\varepsilon_j\) are the zeros of \(P_N\). Subscript \(N\) marks the upper-left \(N\times N\) block; \(A=1-\kappa^2D^{-1}O\), \(D=\mathrm{diag}(d_n)\). The quadrature rule for \(\mu\) is
\[ (A_N^k)_{00}=\sum_jw_jx_j^k,\qquad w_j=\frac{d_0c_{0j}^2}{\varepsilon_j}. \tag{9} \]
\[ \int f\,d\mu=\sum_{j=1}^Nw_jf(x_j)\quad\text{for every polynomial } f(x) \text{ of degree}\le 2N-1. \tag{10} \]
\[ \int x^{2N}d\mu-\sum_jw_jx_j^{2N}=\prod_{n=0}^{N-1}\frac{\kappa^2b_n^2}{4d_nd_{n+1}}\neq0. \tag{11} \]
The defect for \(\varepsilon^{-2N}\) is (11) divided by \(\kappa^{4N}\).
\[ w_j=\Big[\sum_{n<N}P_n^2(x_j)/h_n\Big]^{-1}. \tag{12} \]
For \(E_j>0\), \(W_j=w_j/(d\mu/dE)_{E_j}\) converts unit normalisation into energy normalisation.

**(f)** Test the rule on \(f=\varepsilon\), a polynomial of first degree in the energy.

*Solution.* The exact value is \(\int\varepsilon\,d\mu=d_0\langle\phi_0|\phi_0\rangle=d_0\mathcal N_0^2\,2\kappa\int y^{2l}e^{-y}dy=2\kappa d_0/s\). The rule gives \(d_0(CC^T)_{00}=d_0(O_N^{-1})_{00}=d_0v_0\), where \(O_Nv=e_0\). Let \(u=\sum_{m<N}v_mS_m=\mathcal N_0y^{l+1}e^{-y/2}V(y)\), with \(V\) of degree below \(N\). The equations say \(\langle S_n|u-\phi_0\rangle=0\) for \(n<N\), and since \(\phi_0=\mathcal N_0y^{l+1}e^{-y/2}2\kappa/y\), this is \(\int y^se^{-y}L_n(yV-2\kappa)dy=0\). A polynomial of degree at most \(N\) orthogonal to \(L_0,\dots,L_{N-1}\) is a multiple of \(L_N\), and the value at \(y=0\) fixes it: \(yV=2\kappa[1-L_N(y)/L_N(0)]\). Then
\[ v_0=\langle\phi_0|u\rangle=\frac{1}{s!}\int y^se^{-y}V\,dy=\frac{2\kappa}{s!}\int y^{s-1}e^{-y}\Big[1-\frac{L_N(y)}{L_N(0)}\Big]dy . \]
The generating function \(\sum L_n^{(s)}t^n=(1-t)^{-s-1}e^{-yt/(1-t)}\) is \((1-t)^{-1}\) times that of order \(s-1\), so \(L_N^{(s)}=\sum_{m\le N}L_m^{(s-1)}\), of which only \(m=0\) survives the integral, giving \((s-1)!\). At \(y=0\) it gives \(L_N(0)=\binom{N+s}{N}\). Thus
\[ \sum_jw_j\varepsilon_j=\frac{2\kappa d_0}{2l+1}\Big[1-\binom{N+2l+1}{N}^{-1}\Big]. \tag{13} \]
The rule is never exact for \(\varepsilon\). The error relative to the exact value falls only as \((2l+1)!/N^{2l+1}\) at large \(N\). As a function of \(x\), \(\varepsilon=\kappa^2/(1-x)\) has a pole at \(x=1\), the upper end of the continuum.

**(g)** For \(d_0>0\), order the nodes upward. Bound the exact cumulative mass \(\mu(E\le E_j)\) by partial sums of weights, and find a class of functions for which the rule converges as \(N\to\infty\).

*Solution.* Here all \(\varepsilon\), exact and approximate, are positive, \(x\) increases with \(E\), and \(w_j>0\). Fix \(j<N\). Let \(Q\) be the Hermite interpolation polynomial of degree \(\le2N-2\) fixed by the \(2N-1\) conditions \(Q(x_i)=1\) for \(i\le j\), \(Q(x_i)=0\) for \(i>j\), \(Q'(x_i)=0\) for \(i\neq j\). \(Q'\) vanishes at \(N-1\) nodes and, by Rolle's theorem, inside each of the \(N-2\) gaps between neighbouring nodes other than \((x_j,x_{j+1})\). These \(2N-3\) zeros exhaust its degree, so each is simple and \(Q'\) changes sign at each. On \([x_j,x_{j+1})\) there is none, so \(Q\) falls there from 1 to 0. Moving outward, extrema alternate: the Rolle points are maxima and the nodes \(i\ne j\) are minima, of value 1 on the left and 0 on the right. Hence \(Q\ge1\) for \(x\le x_j\) and \(Q\ge0\) beyond, with equality at finitely many points only. The density (7) is positive on \((-1,1)\), so by (10) \(\sum_{i\le j}w_i=\int Q\,d\mu>\mu(x\le x_j)\). For \(j=N\) this reads \(1>\mu(x\le x_N)\), true because \(x_N<1\). The mirror construction gives \(\sum_{i\ge j}w_i>\mu(x\ge x_j)\) for \(j>1\). For \(j=1\) the same claim needs mass below \(x_1\): \(P_N^2/(x-x_1)\) has degree \(2N-1\) and vanishes at all nodes, so its integral is zero, which is impossible if the support lies in \(x\geq x_1\). Subtracting from the total mass 1 yields the Chebyshev–Markov–Stieltjes inequalities
\[ \sum_{i<j}w_i<\mu(E\le E_j)<\sum_{i\le j}w_i . \tag{14} \]
All nodes therefore lie in \([x_{\min},1]\), the bounded interval spanned by the support. For \(f\) continuous there and any polynomial \(p\) of degree \(\le2N-1\), (10) and the positive unit masses give \(|\int f\,d\mu-\sum w_jf(x_j)|\le2\max|f-p|\), which tends to zero for suitable \(p\) by the Weierstrass theorem. Continuity at \(x=1\) means that \(f\) has a finite limit as \(E\to\infty\). The same argument holds for product rules in two variables. Both proofs use positivity and do not cover \(d_0<0\).

**(h)** For hydrogen, \(Z=1\), take \(l=1\), \(\kappa=1\). Identify \(\mu\) physically, work out the rules for \(N=2\) and \(3\), and use them for the sums \(S(p)=\int\varepsilon^p\,d\mu\), the static polarizability and the coefficient \(C_6\) of two ground-state atoms.

*Solution.* Now \(d_n=n+1\), \(\mu\) is positive, and \(\varepsilon=E+\tfrac12\) is the excitation energy from 1s. With \(u_{1s}=2re^{-r}\) and \(S_0=4r^2e^{-r}/\sqrt6\), \(ru_{1s}=(\sqrt6/2)S_0\). The angular integral \(\langle Y_{10}|\cos\vartheta|Y_{00}\rangle^2=1/3\) gives the oscillator strength
\[ 2\varepsilon|\langle\psi_E|z|1s\rangle|^2=\tfrac23\varepsilon\cdot\tfrac64\langle S_0|\psi_E\rangle^2=\varepsilon\langle S_0|\psi_E\rangle^2 , \]
which is \(d\mu/dE\) by (c). So \(\mu\) is the oscillator-strength distribution, and \(S(0)=1\) is the Thomas–Reiche–Kuhn sum rule. For 2p, (8) with \(\gamma=\tfrac12\), \(n_r=0\) gives \(c_0^2=(8/9)^4/4\) and \(\mu_2=2c_0^2/(3/4)=0.416197\) at \(x=-5/3\). The levels carry \(0.565004\) in all and the continuum \(0.434996\).

From (4), \(P_1=2x+2\), \(2P_2=2(2x+1)P_1-4\), so \(P_2=4x^2+6x\), and \(3P_3=2(3x+1)P_2-5P_1=24x^3+44x^2+2x-10\). For \(N=2\) the nodes are \(x=-\tfrac32,0\), so \(\varepsilon=1/(1-x)=0.4\) and \(1\) hartree, \(E=-0.1\) and \(0.5\) hartree. With \(g_1^2=3!/4!\) and \(d_1=2\), \(h_1=2\), and (12) gives \(w_1=1/(1+\tfrac12)=\tfrac23\), \(w_2=1/(1+2)=\tfrac13\). For \(N=3\), \(\varepsilon_j=0.381091,\ 0.616576,\ 1.702333\) hartree and \(w_j=0.506672,\ 0.368005,\ 0.125323\).

Exact sums follow without the polynomials from \(S(-k)=\langle S_0|R^{k-1}|S_0\rangle\). Direct differentiation gives \((H+\tfrac12)r^je^{-r}=\{[1-j(j-1)/2]r^{j-2}+(j-1)r^{j-1}\}e^{-r}\), that is \(re^{-r}\) for \(j=2\) and \((2r^2-2r)e^{-r}\) for \(j=3\), so \(R\,r^2e^{-r}=(r^2+r^3/2)e^{-r}\). With \(\int r^me^{-2r}dr=m!/2^{m+1}\),
\[ S(-2)=\tfrac83\Big(\tfrac{24}{32}+\tfrac12\cdot\tfrac{120}{64}\Big)=\tfrac92 . \]
Second-order perturbation theory in a static field along \(z\) gives \(\alpha=2\int|\langle\psi_E|z|1s\rangle|^2dE/\varepsilon=S(-2)\), so \(\alpha=4.5\) bohr\(^3\) \(=0.6668\) Å\(^3\). The two-point rule gives \(\tfrac23(2.5)^2+\tfrac13=4.5\), exact as (10) requires. Applying \(R\) repeatedly in the same way yields the exact sums for negative \(p\), part (f) gives \(S(+1)=2\kappa d_0/s=2/3\), and the rules give \(\sum_jw_j\varepsilon_j^p\); the table lists them in hartree\(^p\).

| \(p\) | exact | \(N=2\) | \(N=3\) |
|---|---|---|---|
| \(+1\) | 0.666667 | 0.600000 | 0.633333 |
| \(-3\) | 10.750000 | 10.750000 | 10.750000 |
| \(-4\) | 26.583333 | 26.375000 | 26.583333 |
| \(-5\) | 67.173611 | 65.437500 | 67.173611 |
| \(-6\) | 172.188079 | 163.093750 | 172.109954 |

The factors in (11) are \((n+1)(n+4)/[4(n+1)(n+2)]=\tfrac12,\tfrac5{12},\tfrac38\). They predict defects \(\tfrac5{24}=0.208333\) in \(S(-4)\) for \(N=2\) and \(\tfrac5{64}=0.078125\) in \(S(-6)\) for \(N=3\), which are the differences in the table. Equation (13) gives \(\tfrac23(1-\tfrac1{10})=0.6\) and \(\tfrac23(1-\tfrac1{20})=0.633333\); at \(N=16\) the value is still \(0.665979\), low by one part in \(\binom{19}{3}=969\) of the exact \(2/3\).

For \(N=3\), (14) reads \(0<0.416197<0.506672\), \(0.506672<0.702987<0.874677\) and \(0.874677<0.958859<1\). In the first, \(E_1=-0.118909\) hartree lies between the 2p and 3p levels, so the exact cumulative mass is that of 2p alone, and \(w_1\) exceeds it. A single weight is thus not the strength of a physical transition. For the second pseudostate, \(W_2=0.368005/0.888512=0.41418\) hartree, the denominator being (7) times \(\kappa^2/\varepsilon_2^2\).

For two atoms at separation \(\mathcal R\) along \(z\), large enough that overlap and exchange are negligible and without retardation, let \(\mathbf r_1,\mathbf r_2\) be measured from their nuclei. The interaction is \(F(0)+F(\mathbf r_2-\mathbf r_1)-F(-\mathbf r_1)-F(\mathbf r_2)\), with \(F(\boldsymbol\xi)=1/|\mathcal R\hat z+\boldsymbol\xi|=1/\mathcal R-\xi_z/\mathcal R^2+(3\xi_z^2-\xi^2)/2\mathcal R^3+\dots\). Constant, linear and single-atom quadratic terms cancel, leaving the cross term \((x_1x_2+y_1y_2-2z_1z_2)/\mathcal R^3\) in Cartesian components. Its ground-state mean vanishes by parity. In second order the three products reach mutually orthogonal pairs of p states, so their squares add as \(1+1+4=6\), and each atom contributes \(d\mu/2\varepsilon\). The leading energy is \(-C_6/\mathcal R^6\) with
\[ C_6=\frac32\iint\frac{d\mu\,d\mu'}{\varepsilon\varepsilon'(\varepsilon+\varepsilon')}. \]
With \(\omega=1/\varepsilon=1-x\) the kernel is \(\omega^2\omega'^2/(\omega+\omega')\), not a polynomial but continuous down to \(\omega=\omega'=0\), so (g) guarantees convergence. For \(N=2\), \(w_j/\varepsilon_j=\tfrac53,\tfrac13\), and
\[ C_6\approx\tfrac32\Big[\frac{25/9}{0.8}+\frac{2\cdot5/9}{1.4}+\frac{1/9}{2}\Big]=6.482143 . \]
The distribution (7), (8) gives \(6.499027\) hartree bohr\(^6\), or \(3.883\) eV Å\(^6\); relative to it the two-point value is low by \(0.26\%\). The rules with \(N=3,4,8\) give \(6.498444\), \(6.499003\), \(6.499027\). The Weierstrass theorem used in (g) gives no rate; one would follow from the bound \(2\max|f-p|\) together with an estimate of how well polynomials approximate the kernel. On the support the kernel fails to be analytic only at \(\omega=\omega'=0\), where it vanishes to third order and the density (7) vanishes as \(\omega^{3/2}\) in each variable; no rate is derived from these facts here. Digits beyond the second describe the fixed-nucleus nonrelativistic model and not the real atom: with a finite nuclear mass the electron mass is replaced by the reduced mass, smaller by a fraction of about \(5.4\times10^{-4}\); lengths scale as its inverse and energies in proportion to it, so \(\alpha\) (length\(^2\)/energy) rises by about \(0.16\%\) and \(C_6\) (length\(^4\)/energy) by about \(0.27\%\). The numerical check below tests (1)–(5) and (7)–(14) against direct quadrature, diagonalisation and symbolic solution, with repulsive, signed and degenerate cases among them.

## Calculated quantities

```
signed case Z=1 l=0 kap=0.7 N=4: eps_j (hartree) [-0.25498  0.12026  0.24587  1.00885]
  w_j [ 1.10404 -0.03352 -0.02712 -0.0434 ]
hydrogen 1s->p: Z=1 l=1 kap=1.0 1/bohr, d_0..d_3 (1/bohr) [1. 2. 3. 4.]
P_1 coefficients (x^0 up): [2. 2.]
P_2 coefficients (x^0 up): [0. 6. 4.]
P_3 coefficients (x^0 up): [-3.333333  0.666667 14.666667  8.      ]
f(1s->2p) = mass of mu = 0.416197 at x = -1.666667
f(1s->3p) = mass of mu = 0.079102 at x = -1.250000
f(1s->4p) = mass of mu = 0.028991 at x = -1.133333
bound mass 0.565004, continuum mass 0.434996
N=1 j=1 E=0.000000 eps=0.500000 hartree x=-1.000000 w=1.000000
N=1 defect of S(-2) = 0.500000 hartree^-2
N=2 j=1 E=-0.100000 eps=0.400000 hartree x=-1.500000 w=0.666667
N=2 j=2 E=0.500000 eps=1.000000 hartree x=0.000000 w=0.333333
N=2 defect of S(-4) = 0.208333 hartree^-4
N=3 j=1 E=-0.118909 eps=0.381091 hartree x=-1.624044 w=0.506672
N=3 j=2 E=0.116576 eps=0.616576 hartree x=-0.621860 w=0.368005
N=3 j=3 E=1.202333 eps=1.702333 hartree x=0.412571 w=0.125323
N=3 defect of S(-6) = 0.078125 hartree^-6
S(p) in hartree^p: p, exact, value, N=1, N=2, N=3
+1 2/3 0.666667 0.500000 0.600000 0.633333
+0 1 1.000000 1.000000 1.000000 1.000000
-1 2 2.000000 2.000000 2.000000 2.000000
-2 9/2 4.500000 4.000000 4.500000 4.500000
-3 43/4 10.750000 8.000000 10.750000 10.750000
-4 319/12 26.583333 16.000000 26.375000 26.583333
-5 9673/144 67.173611 32.000000 65.437500 67.173611
-6 297541/1728 172.188079 64.000000 163.093750 172.109954
N=3 bracket j=1: 0.000000 < 0.416197 < 0.506672
N=3 bracket j=2: 0.506672 < 0.702987 < 0.874677
  df/dE = 0.888512 1/hartree, W_j = 0.414181 hartree
N=3 bracket j=3: 0.874677 < 0.958859 < 1.000000
  df/dE = 0.049248 1/hartree, W_j = 2.544761 hartree
N=1 C6 = 6.00000000 hartree bohr^6, S(+1) = 0.500000 hartree
N=2 C6 = 6.48214286 hartree bohr^6, S(+1) = 0.600000 hartree
N=3 C6 = 6.49844398 hartree bohr^6, S(+1) = 0.633333 hartree
N=4 C6 = 6.49900258 hartree bohr^6, S(+1) = 0.647619 hartree
N=8 C6 = 6.49902670 hartree bohr^6, S(+1) = 0.662626 hartree
N=16 C6 = 6.49902671 hartree bohr^6, S(+1) = 0.665979 hartree
C6 from exact distribution = 6.49902671 hartree bohr^6 = 3.88334 eV angstrom^6
polarizability = 4.500000 bohr^3 = 0.666831 angstrom^3
```
